Square-root growth of roughness on an initially straight Edwards–Wilkinson edge

Suppose a resist edge has a roughness variance of 0.691 nm² after 7.5 s of development, and we want its value at 30 s. If each piece of edge wandered independently, the variance would grow in proportion to time and reach 2.76 nm². For an initially straight edge with smoothing and memoryless noise it reaches 1.38 nm². The wrong growth law doubles the predicted variance. It also hides a second difficulty: if the noise is uncorrelated along the edge, then without smoothing the variance at a point is not even finite.

**Entry 1. An edge without smoothing**

Let h(x,t) be the displacement of the edge from its noise-free position, x the coordinate along it, and angle brackets an average over many equivalent edges. Start with random forcing alone:

∂h/∂t = η(x,t)

⟨η⟩ = 0, ⟨η(x,t)η(x′,t′)⟩ = 2D δ(x−x′)δ(t−t′).

The noise is Gaussian. With h in nm and t in s, D has the unit nm³/s.

Average the edge over a patch of length b. The averaged noise has correlation

(1/b²)∫₀ᵇdx∫₀ᵇdx′ 2D δ(x−x′)δ(t−t′) = (2D/b)δ(t−t′),

because the double integral of δ(x−x′) is b. Integrating twice over time from a straight start gives

⟨h_b²⟩ = 2Dt/b.

The growth is linear in time, and the variance diverges as b → 0. For noise with no correlation along the edge, a finite variance at a point therefore requires neighbouring pieces to be coupled. Noise with a grain size, treated in Entry 7, gives a finite variance even without coupling.

**Entry 2. One coordinate that relaxes**

Before coupling the whole edge, take one coordinate q with relaxation rate β:

dq/dt = −βq + f, ⟨f(t)f(t′)⟩ = 2Γδ(t−t′), q(0) = 0.

Multiplying by e^{βt} turns the left side and the relaxation term into one derivative, d(e^{βt}q)/dt = e^{βt}f. Hence

q(t) = ∫₀ᵗds e^{−β(t−s)}f(s).

Squaring and averaging, the delta function removes one time integral:

⟨q²⟩ = 2Γ∫₀ᵗds e^{−2β(t−s)} = Γ(1−e^{−2βt})/β.

For βt ≪ 1 this is 2Γt, the free random walk of Entry 1. For βt ≫ 1 it saturates at Γ/β. A single relaxing coordinate therefore has no lasting square-root growth.

**Entry 3. The infinite edge**

The Edwards–Wilkinson equation adds curvature smoothing:

∂h/∂t = ν ∂²h/∂x² + η, h(x,0) = 0.

Here ν > 0 is a relaxation coefficient in nm²/s. A bump has negative curvature at its top and is pulled back.

Define h_k = ∫dx e^{−ikx}h(x). Two spatial derivatives become −k², so

dh_k/dt = −νk²h_k + η_k

⟨η_k(t)η*_{k′}(t′)⟩ = 2D·2πδ(k−k′)δ(t−t′).

The factor 2πδ(k−k′) comes from ∫dx e^{−i(k−k′)x}. Each mode is the coordinate of Entry 2 with β = νk² and Γ = D. Writing ⟨h_k h*_{k′}⟩ = 2πδ(k−k′)S(k,t), we obtain

S(k,t) = 2D∫₀ᵗds e^{−2νk²s} = D(1−e^{−2νk²t})/(νk²).

At k = 0 the first form gives 2Dt: a uniform shift feels no smoothing. Short waves have saturated at D/(νk²), while waves with νk²t ≪ 1 are still growing freely.

The inverse transform carries dk/(2π), so the variance at any point is

w²(t) = ⟨h²⟩ = ∫dk S/(2π),

over all real k. Insert the time integral for S. Its integrand is positive, so the order of integration may be exchanged:

w² = 2D∫₀ᵗds ∫dk e^{−2νk²s}/(2π).

The Gaussian integral ∫dk e^{−bk²} = √(π/b), with b = 2νs, gives

∫dk e^{−2νk²s}/(2π) = 1/√(8πνs).

Since ∫₀ᵗds s^{−1/2} = 2√t,

w² = 4D√t/√(8πν) = D√(2t/(πν)).

This is the square-root law. It holds for every t > 0 in this model. As ν → 0 it diverges, in agreement with the point limit of Entry 1.

Setting w² equal to the free-patch result 2Dt/b gives b = √(2πνt). The edge behaves as if it were made of independent patches whose length grows as √t. Linear accumulation of noise divided by this growing length leaves √t.

For ν = 10 nm²/s, D = 1 nm³/s and t = 30 s,

w² = 1 × √[2 × 30/(π × 10)] = 1.382 nm²

w = 1.18 nm, 3w = 3.53 nm.

A discrete ring of 300 sites spaced by 2 nm, whose covariance was propagated in real space, gave 0.6898, 0.9764 and 1.3814 nm² at 7.5, 15 and 30 s. The formula gives 0.6910, 0.9772 and 1.3820 nm². The chain's exponent between the first and last times is 0.5009. With 4 nm spacing its final variance is 1.3797 nm², so refining the spacing moves it towards the continuum value.

**Entry 4. What stiffness fixes, and what it does not**

The coefficient ν is not a mechanical stiffness. Let the edge have energy

F = (κ/2)∫dx (∂h/∂x)²,

where κ is energy per length. Its variation is δF/δh = −κ∂²h/∂x². If the edge moves at mobility μ times the restoring force per length, then ∂h/∂t = μκ∂²h/∂x², and

ν = μκ.

Stiffness and noise strength alone therefore do not fix the prefactor; the mobility is needed too.

Thermal noise supplies one more relation. On a ring of length ℓ, a wave A cos kx + B sin kx has energy κk²ℓ(A²+B²)/4. Equipartition assigns k_BT/2 to each quadratic term:

⟨A²⟩ = ⟨B²⟩ = 2k_BT/(κk²ℓ).

This wave contributes 2k_BT/(κk²ℓ) to ⟨h²⟩, shared equally by k and −k. Since a sum over k becomes ℓ∫dk/(2π), the equilibrium spectrum is k_BT/(κk²). It must equal the long-time limit D/(νk²), so

D = νk_BT/κ = μk_BT

w² = k_BT√(2μt/(πκ)).

For scale, take an interfacial tension of 10 mN/m and a film 30 nm thick. The energy per edge length is tension times thickness, κ = 1.87 eV/nm. At 296 K, k_BT = 0.0255 eV. Holding ν at 10 nm²/s requires μ = 5.34 nm³/(eV s), so

D_thermal = 5.34 × 0.0255 = 0.136 nm³/s.

This is 14% of the assumed D and would give w² = 0.188 nm². With these inputs most of the noise has to be non-thermal, and the thermal formula should not be used for the whole edge.

**Entry 5. Correlation along the edge**

Two points separated by x have covariance C(x,t) = ∫dk S e^{ikx}/(2π). Completing the square in the k integral gives

C = [2D/√(8πν)]∫₀ᵗds s^{−1/2}e^{−m/s}, m = x²/(8ν).

Integrate by parts, using 2√s as the integral of s^{−1/2}:

∫₀ᵗds s^{−1/2}e^{−m/s} = 2√t e^{−m/t} − 2m∫₀ᵗds s^{−3/2}e^{−m/s}.

In the last integral put z = √(m/s). Then s^{−3/2}ds = −(2/√m)dz, and the limits run from ∞ to √(m/t), so it equals √(π/m) erfc(√(m/t)). Therefore

C(x,t) = D√(2t/(πν)) e^{−x²/(8νt)} − [D|x|/(2ν)] erfc[|x|/√(8νt)].

At x = 0 this returns w². For |x| ≪ √(νt), the exponential and erfc both tend to one, and

⟨[h(x)−h(0)]²⟩ = 2[w²−C] → D|x|/ν.

Short-distance roughness has thus stopped growing, although the variance at a point has not. In the example C falls to w²/e at a separation of 23.7 nm. At fixed ν this distance grows as √t.

**Entry 6. Finite windows and device widths**

A measurement over length L often removes the mean position h̄ of that window. The variance of this mean is

V_L = (1/L²)∫₀ᴸdx∫₀ᴸdx′ C(x−x′) = (2/L²)∫₀ᴸdx (L−x)C(x,t).

The second form counts pairs by separation. Expanding the square (h−h̄)² and averaging over the window shows that the measured variance is w² − V_L.

For a long window, L ≫ √(νt), the factor L−x is nearly L wherever C matters. Since ∫dx C over the whole line is S(0,t) = 2Dt,

V_L ≈ 2Dt/L.

This is also an upper bound, because C is positive and L−x ≤ L. For L = 1000 nm the bound is 0.0600 nm² and the computed value 0.0589 nm², or 4.3% of w².

At late times, νt ≫ L², the measured variance behaves differently. It equals half the mean squared height difference over all pairs in the window. Using D|x|/ν and the mean pair separation L/3,

w² − V_L → DL/(6ν).

A mean-subtracted window therefore saturates, even though the infinite edge keeps roughening.

Now form a line from two statistically independent edges. The variance of its local width is 2w², so three standard deviations are 3√2 w = 4.99 nm. If a device responds linearly to the width averaged over L, the relevant variance is 2V_L. For L ≪ √(νt) it follows the square-root law; for L ≫ √(νt) it is about 4Dt/L and grows linearly in time.

**Entry 7. Noise with a grain size, and an edge with depth**

White noise gives a divergent slope variance, because k²S tends to D/ν at large k. Replace the noise spectrum 2D by 2D e^{−k²a²}, where a is a grain length, and define R = √(a²+2νt). With u = a²+2νs, so that ds = du/(2ν), the calculation of Entry 3 becomes

w_a² = (D/ν)∫_{a²}^{R²}du/(2√(πu)) = D(R−a)/(ν√π).

For 2νt ≫ a² this returns the square-root law. For 2νt ≪ a², R−a ≈ νt/a and

w_a² ≈ Dt/(a√π),

the linear growth of an uncoupled patch. The slope variance is now finite:

⟨(∂h/∂x)²⟩ = (D/ν)∫dk(e^{−k²a²}−e^{−k²R²})/(2π) = D(1/a−1/R)/(2ν√π).

With a = 2 nm the height variance is 1.274 nm², 7.8% below the white-noise value, and the rms slope is 0.114.

A resist sidewall also has depth. Let g(x,z,t) be its displacement, with smoothing ν(∂²g/∂x²+∂²g/∂z²), white noise of strength D_sheet and no flux at z = 0 and H. Averaging over depth removes the z derivative, since ∂g/∂z vanishes at both faces. The averaged noise has strength D = D_sheet/H. Thus h is the depth-averaged edge, and it obeys the line equation even when √(νt) is smaller than H.

At one depth there is more roughness. Expand the rest of g in √2 cos(qz), q = nπ/H, n = 1, 2, … Each amplitude has noise strength D and relaxation rate ν(k²+q²). Damping the noise by e^{−(k²+q²)a²} and putting u = y² in the integral above, each mode adds, after averaging over depths,

(D/(ν√π))∫ₐᴿdy e^{−q²y²} = [D/(2νq)][erf(qR)−erf(qa)].

As q → 0 this returns w_a². With a = 0 the terms fall as 1/n and their sum diverges, so this contribution depends on the grain size. For H = 30 nm and a = 2 nm, the first 60 modes add 0.610 nm² on average over depth. Together with the grain-damped 1.274 nm² this makes 1.883 nm², 36% above the white-noise w². The total varies with depth, from 2.49 nm² at either face to 1.61 nm² at mid-depth. The line law must not be read as the roughness at a single depth.

**Entry 8. Memory and an edge that was not straight**

Material disorder is frozen in place. An edge moving at v = 0.5 nm/s advances by the grain length a = 2 nm in τ = 4 s, which sets the order of magnitude of the time for which the forcing persists. Frozen forcing depends on the actual edge position vt + h. Treating it as a function of time alone, read at vt, requires |h| ≪ a. Here w is about half of a, so what follows is a simple model of persistence and not a quantitative account of frozen disorder. In this model, replace 2Dδ(t−t′) by (D/τ)e^{−|t−t′|/τ}, whose time integral is still 2D. The mode solution then gives

w_τ² = (D/τ)∫₀ᵗdp∫₀ᵗdp′ e^{−|p−p′|/τ}/√[4πν(p+p′)],

where p and p′ are times measured back from t. Put u = p+p′ and r = p−p′. The area element is du dr/2, and |r| ≤ M with M = min(u,2t−u). The r integral is 2τ(1−e^{−M/τ}), so

w_τ² = D∫₀^{2t}du (1−e^{−M/τ})/[2√(πνu)].

As τ → 0 the exponential disappears and the integral gives D√(2t/(πν)). For τ = 4 s the result is 1.018 nm², a reduction of 26%. At 7.5 s the same memory leaves only 0.305 nm², so the variance then grows 3.3-fold between 7.5 and 30 s, not twofold. The square-root extrapolation of the opening example fails when the earlier time is comparable with τ. For τ ≪ t the leading loss comes from small u:

D∫₀^∞du e^{−u/τ}/[2√(πνu)] = (D/2)√(τ/ν).

This loss does not grow with t, so its relative size falls as t^{−1/2}.

Next suppose the starting edge has covariance s²e^{−x²/(2c²)}, independent of the later noise. Its spectrum is √(2π)s²c e^{−c²k²/2}, and smoothing multiplies it by e^{−2νk²t}. The Gaussian integral leaves

s²c/√(c²+4νt).

At t = 0 this is s². For s = 1 nm and c = 10 nm, the part left after 30 s is

1 × 10/√(100+1200) = 0.277 nm²,

which adds 20% to w². At late times it falls as t^{−1/2}, and its ratio to w² as 1/t.

**Entry 9. Lateral motion and the real resist**

An edge advancing at speed v along its normal moves sideways at v√(1+(∂h/∂x)²). For small slopes this adds (v/2)(∂h/∂x)² to the equation in the moving frame. Its effect was computed with 100 simulated edges, each 2048 nm long with 2 nm spacing, using the same noise with and without the term. The mean drift was removed and the results for +v and −v were averaged; this cancels the part odd in v, which is zero on average but whose scatter would otherwise hide the effect. The variance changed by 0.00012 nm², about 0.01% of w². The figure depends on the grid: it rises as the spacing is refined. To second order in v the continuum equation with this quadratic term gives (v/2ν)²(D²t/ν)(5/π − 3/2) = 0.00017 nm², which is still near 0.01% of w² and grows in proportion to t. That limit belongs to the truncated equation, since white noise leaves no finite slope on a very fine grid. This small value belongs to these parameters and to 30 s; it is not a bound for longer times.

The example is meant to resemble a thin chemically amplified resist during development. A film of tens of nanometres, a development time of tens of seconds and a three-sigma roughness of a few nanometres are roughly typical. The values of ν and D are effective parameters chosen to lie in that regime, so the 3.53 nm is not a prediction for a particular resist. The assumed speed moves the edge 15 nm in 30 s, which is large for a narrow line. A slower edge with the same grain would have a longer memory and a larger memory correction. Real resists break the assumptions of a straight start, memoryless noise and a single edge position through the depth. For the inputs used here the first two move the variance by +20% and −26%. The third, with the 2 nm grain included, makes the variance at a single depth, averaged over depths, 36% larger than w². The corrections were evaluated separately, and their percentages should not simply be added: memory, for instance, also weakens the depth modes. With the 4 s memory and the 2 nm grain together, these modes add only 0.243 nm², and the variance at a single depth, averaged over depths, is 1.240 nm². That is 10% below w² instead of 36% above it. The square-root law is exact for the stated line model; its use for the depth-averaged edge of a resist needs 2νt ≫ a², t ≫ τ, a remaining initial variance that is small compared with w² and a slope term that is still negligible. To extrapolate from one time to another, these conditions must hold at both. The first two are demanding, because the corrections fall only as square roots: at 2νt/a² = 100 the grain still lowers the variance by 9.5%, and at t/τ = 100 memory lowers it by 6.5%. The example, with t/τ = 7.5, does not meet the second condition well. The remaining values are in the numerical output.

Table of computed values

```
relaxation coefficient nu: 10.0 nm^2/s
noise strength D: 1.0 nm^3/s
development time t: 30.0 s
film thickness: 30.0 nm
t = 7.5 s: formula 0.6910, chain 0.6898 nm^2
t = 15.0 s: formula 0.9772, chain 0.9764 nm^2
t = 30.0 s: formula 1.3820, chain 1.3814 nm^2
growth exponent of variance from chain: 0.5009
mode-integral variance: 1.3820 nm^2
chain variance, 4 nm spacing: 1.3797 nm^2
shift from 4 nm to 2 nm spacing: 0.00173 nm^2
depth-averaged sheet variance: 1.3797 nm^2
stochastic variance: 1.3848 +- 0.0210 nm^2
rms edge roughness: 1.1756 nm
three-sigma edge roughness: 3.527 nm
three-sigma width, two independent edges: 4.988 nm
lateral scale sqrt(2 nu t): 24.49 nm
lag where covariance falls to 1/e: 23.70 nm
covariance at 20 nm lag: 0.6061 nm^2
noise grain a: 2.0 nm
variance with noise grain: 1.2737 nm^2
change due to grain: -7.8 %
rms slope with noise grain: 0.1138
lateral edge speed: 0.5 nm/s
noise memory time: 4.0 s
variance with noise memory: 1.0180 nm^2
change due to memory: -26.3 %
initial rms roughness: 1.0 nm
initial covariance length: 10.0 nm
initial variance left at t: 0.2774 nm^2
initial part relative to w^2: 20.1 %
extra variance at fixed depth: 0.6096 nm^2
depth part relative to w^2: 44.1 %
measurement window: 1000 nm
variance lost with window mean: 0.0589 nm^2
window bound 2Dt/L: 0.0600 nm^2
window loss relative to w^2: 4.3 %
nonlinear change: 0.000122 +- 0.000007 nm^2
nonlinear change relative to w^2: 0.009 %
temperature: 296 K
interfacial tension: 10.0 mN/m
thermal energy kT: 0.02551 eV
line stiffness kappa: 1.8725 eV/nm
edge mobility: 5.3406 nm^3/(eV s)
thermal noise strength: 0.1362 nm^3/s
thermal variance: 0.1883 nm^2
thermal share of D: 13.6 %
```
